# Silicon's Dielectric Constant from Penn's Model and One Average Gap

## What dimensions allow

Let an electric field act on a crystal with $n$ valence electrons per unit volume. Suppose that each electron responds to the macroscopic field independently, and that a single energy $E_g$ describes how firmly the bonds hold it. The polarization is then proportional to $n$. One factor of the electron charge $e$ comes from the force and another from the dipole moment, so $\varepsilon-1$ contains the combination $ne^2/\varepsilon_0$. Here $\varepsilon$ is the dielectric constant relative to vacuum, and SI formulas are used throughout.

The combination $ne^2/\varepsilon_0$ has the dimension energy/length². To cancel it we have the electron mass $m$, Planck's constant $\hbar$ and $E_g$. Since $\hbar^2/(mE_g)$ is a length squared, the required factor is $\hbar^2/(mE_g^2)$. Hence

$$
\varepsilon-1=S\,\frac{\hbar^2ne^2}{\varepsilon_0mE_g^2}
=S\left(\frac{E_p}{E_g}\right)^2,\qquad
E_p=\hbar\sqrt{\frac{ne^2}{\varepsilon_0m}} .
$$

This is the form of Penn's model, which condenses the band structure into one average gap. Dimensions leave the number $S$ open. If a second energy matters, such as a band width, $S$ may depend on its ratio to $E_g$.

## The estimate

The energy $E_p$ belongs to the free oscillation of the electron gas. Displace all valence electrons in a slab by $x$ along its normal. The polarization is $P=-nex$. With no external charge, $\varepsilon_0F+P=0$, so the field inside is $F=nex/\varepsilon_0$. The force on an electron is $-eF=-ne^2x/\varepsilon_0$, which is a restoring force. Newton's law gives

$$
m\ddot x=-\frac{ne^2}{\varepsilon_0}x,\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0m},\qquad E_p=\hbar\omega_p .
$$

Silicon has eight atoms in its cubic cell and four valence electrons per atom. With a lattice parameter of 0.5431 nm,

$$
n=\frac{8\times4}{(0.5431\ \text{nm})^3}=199.8\ \text{nm}^{-3},
$$

and the formula for $E_p$ gives 16.60 eV. The value 16.6 eV is used below.

Now bind each electron by a spring of frequency $\omega_0=E_g/\hbar$. In a static field $F$ the forces balance when $m\omega_0^2x=-eF$. Therefore

$$
P=-nex=\frac{ne^2}{m\omega_0^2}F,\qquad
\varepsilon-1=\frac{P}{\varepsilon_0F}=\frac{\omega_p^2}{\omega_0^2}
=\left(\frac{E_p}{E_g}\right)^2 .
$$

The spring picture thus has $S=1$. With an average bonding gap of 4.8 eV,

$$
\frac{E_p}{E_g}=\frac{16.6}{4.8}=3.458,\qquad
\varepsilon=1+(3.458)^2=1+11.96=12.96 .
$$

The estimate is $\varepsilon\approx13$, or a refractive index $\sqrt{\varepsilon}\approx3.6$ at photon energies far below the gap. The 1 is the vacuum contribution, and the bonds supply the remaining 12.

## Why a spring can represent a quantum electron

An electron in a bond has many excited states, while the spring has one frequency. Second-order perturbation theory shows what the single frequency must mean.

Take one electron with ground state $|0\rangle$ and excited states $|i\rangle$ at energies $E_i$ above it. Its charge is $-e$, so a field $F$ along $x$ adds the potential energy $+exF$. The second-order energy shift is

$$
\Delta E=-\sum_i\frac{e^2F^2|x_{i0}|^2}{E_i},\qquad x_{i0}=\langle i|x|0\rangle .
$$

The polarizability $\alpha$ is defined by $\Delta E=-\tfrac12\alpha F^2$, because the induced dipole is then $-d\Delta E/dF=\alpha F$. Comparing the two expressions gives

$$
\alpha=2e^2\sum_i\frac{|x_{i0}|^2}{E_i}.
$$

Define the dimensionless oscillator strength $f_i=2mE_i|x_{i0}|^2/\hbar^2$. Then $|x_{i0}|^2=\hbar^2f_i/(2mE_i)$, and

$$
\alpha=\frac{e^2\hbar^2}{m}\sum_i\frac{f_i}{E_i^2}.
$$

The strengths have a fixed total. For $H=p^2/2m+V(x)$ the commutator is $[H,x]=-i\hbar p/m$. A second commutator, with $[x,p]=i\hbar$, gives

$$
[x,[H,x]]=-\frac{i\hbar}{m}[x,p]=\frac{\hbar^2}{m}.
$$

Written out, the left side is $2xHx-x^2H-Hx^2$. Measure energies from the ground state, so that $H|0\rangle=0$. The last two terms then have no expectation value in $|0\rangle$, and inserting a complete set of states in the first gives

$$
2\sum_iE_i|x_{i0}|^2=\frac{\hbar^2}{m}
\quad\Longrightarrow\quad \sum_if_i=1 .
$$

The polarizability formula was tested on a case that is not a spring, the well $p^2/2+x^2/2+x^4/4$ in units $\hbar=m=e=1$. The sum over transitions gives $\alpha=0.504683$. The curvature of the ground-state energy, computed with fields $\pm0.003$ applied, gives the same six digits.

For $n$ independent electrons per volume, $P=n\alpha F$, and so

$$
\varepsilon-1=\frac{n\alpha}{\varepsilon_0}
=E_p^2\sum_i\frac{f_i}{E_i^2}.
$$

In a crystal the sum runs from filled to empty states and is averaged over the filled states. Transitions between two filled states drop out. Exchanging initial and final state reverses the sign of $E_i$, hence of $f_i$, but not of $E_i^2$, so these terms cancel in pairs.

The spring formula with $S=1$ is therefore recovered if the average gap is defined by

$$
\frac{1}{E_g^2}=\sum_i\frac{f_i}{E_i^2}.
$$

This is an average of $1/E^2$ weighted by oscillator strength. It is not the smallest gap of the crystal. Suppose instead that $E_g$ is taken to be the smallest energy at which strength occurs. Leave out the core electrons, as the model does. Every remaining $f_i$ is then positive, their total is 1 and every $E_i\ge E_g$, so

$$
S=\sum_if_i\left(\frac{E_g}{E_i}\right)^2\le1 .
$$

The value $S=1$ is then reached when all the strength lies at one energy. In a real crystal the valence electrons cannot fall into the filled core states. These barred transitions have negative strength, so the valence total can exceed 1 and the bound is no longer guaranteed.

## A crystal in which S can be calculated

A one-dimensional crystal with potential $V\cos(Gx)$ and a filled lowest band shows $S$ falling below 1 in a case that can be worked out. The values found belong to this potential and are not lower bounds: if little strength lies near the smallest gap, as for two deep unequal wells per cell, $S$ is much smaller. Let $k_z=G/2$ be the wave number at the zone edge and $e_z=\hbar^2k_z^2/2m$ the free-electron energy there.

Two preparations are needed. First, the matrix element of $[H,x]=-i\hbar p/m$ gives $E_ix_{i0}=-i\hbar p_{i0}/m$. The strength can therefore be written with the momentum, which is convenient for Bloch states:

$$
f_i=\frac{2|p_{i0}|^2}{mE_i}.
$$

A uniform field connects states of equal $k$ in different bands. Second, the sum rule must hold for a filled band. The periodic part of the Bloch function has the kinetic energy $(p+\hbar k)^2/2m$. Changing $k$ to $k+q$ therefore adds $\hbar q(p+\hbar k)/m+\hbar^2q^2/2m$ to its Hamiltonian. The constant $\hbar k$ does not connect orthogonal states, so only the momentum matrix elements $p_{i0}$ enter the second-order sum. To second order in $q$, the band energy $\mathcal E(k)$ then has the curvature

$$
\frac{d^2\mathcal E}{dk^2}=\frac{\hbar^2}{m}
-\frac{2\hbar^2}{m^2}\sum_i\frac{|p_{i0}|^2}{E_i}
=\frac{\hbar^2}{m}\Big(1-\sum_if_i\Big).
$$

The slope $d\mathcal E/dk$ is periodic in $k$, so the curvature averages to zero over the zone. The average of $\sum_if_i$ over the filled band is therefore 1.

**Weak potential.** For $0<k<k_z$ the important mixing is between the plane waves $k$ and $k-G$. Their free energies differ by

$$
D=\frac{\hbar^2}{2m}\left[(k-G)^2-k^2\right]
=\frac{\hbar^2}{2m}\,4k_z(k_z-k)
=4e_z\left(1-\frac{k}{k_z}\right).
$$

The cosine couples them with matrix element $V/2$. The two eigenvalues of the resulting $2\times2$ matrix are separated by $E=\sqrt{D^2+V^2}$. At the zone edge $D=0$, so the smallest gap is $E_g=V$. With $u=D/E_g$,

$$
E=E_g\sqrt{1+u^2}.
$$

Write the eigenstates as $(\cos\varphi,\sin\varphi)$ and $(-\sin\varphi,\cos\varphi)$. Diagonalization requires $|\sin2\varphi|=V/E$. The momenta of the two plane waves differ by $\hbar G=2\hbar k_z$, and their common part cannot connect orthogonal states. Thus

$$
|p_{10}|=2\hbar k_z|\sin\varphi\cos\varphi|
=\hbar k_z|\sin2\varphi|=\hbar k_z\frac{E_g}{E}.
$$

The strength follows, using $\hbar^2k_z^2/m=2e_z$:

$$
f=\frac{2\hbar^2k_z^2E_g^2}{mE^3}=\frac{4e_zE_g^2}{E^3}.
$$

The average over the band is an integral over $k/k_z$ from 0 to 1; negative $k$ gives the same result. From the definition of $u$, $|d(k/k_z)|=E_g\,du/(4e_z)$, and therefore

$$
f\left|d\!\left(\frac{k}{k_z}\right)\right|
=\frac{4e_z}{E_g(1+u^2)^{3/2}}\,\frac{E_g\,du}{4e_z}
=\frac{du}{(1+u^2)^{3/2}} .
$$

The upper limit $u=4e_z/E_g$ tends to infinity for a weak potential. Substituting $u=\tan\theta$ gives a total strength $\int_0^{\pi/2}\cos\theta\,d\theta=1$, as the sum rule demands. The correction factor has an additional $(E_g/E)^2=1/(1+u^2)$:

$$
S=\int_0^\infty\frac{du}{(1+u^2)^{5/2}}
=\int_0^{\pi/2}\cos^3\theta\,d\theta
=\left[\sin\theta-\frac{\sin^3\theta}{3}\right]_0^{\pi/2}=\frac23 .
$$

**Deep wells.** In the opposite limit each electron sits near the bottom of one well, where the potential is nearly parabolic. The position operator of a harmonic oscillator is a sum of one raising and one lowering operator, so it connects the ground state to the first excited state alone. Tunnelling between wells is weak and the lowest bands are flat. All the strength then gathers at one energy, and $S\to1$.

Diagonalization with 41 plane waves, without the two-wave approximation, gives $S=0.6667$, 0.7831 and 0.9999 for $V/e_z=0.05$, 4 and 200. The smallest gap is taken at the zone edge in each case. The factor rises between the two derived limits as the electrons become more localized.

## What this implies for the 4.8 eV

If 4.8 eV is the strength-weighted average, $S=1$ belongs to its definition and $\varepsilon=12.96$. If the same number were the smallest gap of a spectrum spread as in the weak cosine crystal, the result would be

$$
\varepsilon=1+\tfrac23\times11.96=8.97 .
$$

This is not a calculation of $S$ for silicon, whose bands are three-dimensional. It shows that the meaning given to the gap can move the answer by about 4, much more than rounding the inputs does.

The origin of the gap value also matters. A gap read from the peak of the optical absorption makes the estimate a prediction, but the peak need not lie at the strength-weighted average, so $S=1$ is then an assumption. A gap obtained by fitting a measured dielectric constant with the same formula makes it a consistency check. The 4.8 eV is of the second kind. It is the bond gap obtained from the measured dielectric constant with Penn's factor $S\approx1-E_g/4E_F\approx0.9$, where $E_F\approx12.5$ eV is the free-electron Fermi energy, and with that factor it returns $\varepsilon\approx11.8$. Silicon's main absorption peak lies lower, near 4.3 eV, and with $S=1$ it would give $\varepsilon\approx16$.

The sensitivity follows by differentiating at fixed $E_p$:

$$
\frac{d\varepsilon}{dE_g}=-\frac{2E_p^2}{E_g^3}
=-\frac{2(\varepsilon-1)}{E_g}.
$$

To first order, raising the gap by 0.1 eV changes $\varepsilon$ by $-2\times11.96\times0.1/4.8=-0.50$. A gap known to one decimal place therefore does not justify quoting decimals of $\varepsilon$, and 13 is the proper statement of the result.

## Comparison with real silicon

The measured dielectric constant is roughly 12, so the estimate is about 8% high relative to that rough value. Solving the formula for the gap gives $E_g=16.6/\sqrt{11}=5.01$ eV. With the commonly quoted value 11.7 the excess is 11% and the gap is 5.07 eV. A change of 0.2 to 0.3 eV in the average gap thus accounts for the whole difference. Since 4.8 eV was itself fitted with $S\approx0.9$, the excess mainly reflects setting $S=1$, and the comparison is not an independent test of the model. Silicon's fundamental gap, roughly 1.1 eV, must not be used here. It would give $\varepsilon\approx229$. That gap is indirect: it joins states of different $k$, which a uniform field does not connect in a rigid lattice. The smallest direct gap, roughly 3.4 eV, fails as well: it gives $\varepsilon\approx25$, because most of the strength lies at higher energies. Referred to that gap, silicon has $S\approx0.45$, below the $2/3$ of the cosine crystal. In use, a device also departs from the assumption of a fixed gap. For a temperature rise of 100 K and an assumed slope of $-0.3$ meV/K for the average gap, the gap falls by 0.03 eV and $\varepsilon$ rises by 0.15. Thermal expansion acts through the density. With a rough linear coefficient of $3\times10^{-6}$ per K and the gap held fixed, it changes $\varepsilon$ by $-0.011$.

The result describes undoped silicon. Free carriers in doped material add a response of their own. The two atoms in silicon's primitive cell are equivalent and carry no opposite ionic charges, so a rigid displacement of one sublattice against the other produces no first-order dipole. The electronic value therefore also serves at frequencies below the lattice vibrations. In a polar crystal an ionic term would have to be added.

## Frequency

For a field $F\cos\omega t$ the spring obeys $m\ddot x=-m\omega_0^2x-eF\cos\omega t$. Inserting $x=A\cos\omega t$ gives $m(\omega_0^2-\omega^2)A=-eF$. The static $\omega_0^2$ is thus replaced by $\omega_0^2-\omega^2$, and with the photon energy $E=\hbar\omega$

$$
\varepsilon(E)=1+\frac{E_p^2}{E_g^2-E^2}.
$$

At 0.8 eV, in the near infrared, this gives $\varepsilon=1+16.6^2/(4.8^2-0.8^2)=13.30$, an increase of 0.34 over the static value. The formula has no damping and fails near $E=E_g$, where it diverges. In a real crystal absorption is spread over a range of energies and begins below the average gap.

Far above the gap, $\varepsilon\to1-E_p^2/E^2$, the response of free electrons. The model's longitudinal oscillation occurs where $\varepsilon(E)=0$, at $E=\sqrt{E_p^2+E_g^2}$. Expanding the square root for $E_g^2\ll E_p^2$ shows that binding raises it above $E_p$ by approximately the fraction $E_g^2/(2E_p^2)=1/(2\times11.96)$, about 4%. Within this single-resonance model, the density alone therefore gives a good first value of the plasmon energy when $E_g^2\ll E_p^2$, even though the electrons are bound.

## Local fields

The derivation let each electron feel the macroscopic field $F$. Neighbouring bonds add a field that varies within the cell. A crude estimate of its effect comes from treating the bonds as point dipoles. Cut an imaginary sphere around one bond and assume that the dipoles inside it cancel on average over the bond directions. The polarized medium outside leaves a surface charge of magnitude $P\cos\theta$ per area on the sphere. Its field at the centre points along $P$ and equals

$$
\frac{P}{4\pi\varepsilon_0}\int_0^\pi\cos^2\theta\;2\pi\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.
$$

Let $E_0$ be the resonance energy of a bond without this field. Then

$$
P=\varepsilon_0\frac{E_p^2}{E_0^2}\left(F+\frac{P}{3\varepsilon_0}\right)
\quad\Longrightarrow\quad
\frac{P}{\varepsilon_0F}=\frac{E_p^2}{E_0^2-E_p^2/3}.
$$

The form of Penn's formula survives, with $E_g^2=E_0^2-E_p^2/3$. Keeping $E_g=4.8$ eV would require

$$
E_0=\sqrt{4.8^2+16.6^2/3}\ \text{eV}=10.7\ \text{eV}.
$$

Point dipoles are a poor picture of bonds that overlap, so 10.7 eV is not a property of silicon. Within this picture 4.8 eV cannot be the bare energy $E_0$: the denominator would be negative, and the dipoles' mutual field would overcome the restoring force. There the 4.8 eV has to be read as the resonance energy of the crystal as a whole, with local fields already included. The picture cannot say how large the local-field correction is in real silicon. Its reference point is the isolated bond, so even its sign does not carry over to band-structure work: measured from the independent-electron sum over the crystal's bands, local fields in the random-phase approximation lower silicon's $\varepsilon$ by about 10%.

The values used here are collected in the numerical output below.

## Numbers as computed

```
Silicon lattice parameter: 0.5431 nm
Valence electron density: 199.8 nm^-3
Plasmon energy from lattice: 16.60 eV
Plasmon energy used: 16.6 eV
Average bonding gap used: 4.8 eV
Ratio plasmon energy / gap: 3.458 (no unit)
Ratio squared: 11.96 (no unit)
Dielectric constant, S = 1: 12.96 (no unit)
Refractive index, low frequency: 3.60 (no unit)
Anharmonic well, polarizability by sum: 0.504683 (hbar=m=e=1)
Anharmonic well, by finite field: 0.504683 (hbar=m=e=1)
Cosine crystal, S for potential 0.05: 0.6667 (no unit)
Cosine crystal, S for potential 4: 0.7831 (no unit)
Cosine crystal, S for potential 200: 0.9999 (no unit)
Dielectric constant, S = 2/3: 8.97 (no unit)
Change of eps per +0.1 eV of gap: -0.50 (no unit)
Rough measured dielectric constant: 12 (no unit)
Average gap that would give it: 5.01 eV
Rough fundamental gap: 1.1 eV
eps if that gap were misused: 229 (no unit)
Photon energy for dispersion: 0.8 eV
Dielectric constant at that energy: 13.30 (no unit)
Temperature rise: 100 K
Rough gap slope: -0.3 meV/K
Rough linear expansion: 3e-06 1/K
Change of eps from gap shift: +0.15 (no unit)
Change of eps from expansion: -0.011 (no unit)
Lorentz cavity factor: 0.3333 (no unit)
Bare bond energy with full Lorentz field: 10.7 eV
```
